Diagonal Born-Oppenheimer correction and reduced-mass shift of hydrogen 1s

**Problem**

In the Born-Oppenheimer treatment of a hydrogen atom, the electron is first solved for with the proton held fixed. The kinetic energy operator of the proton is then averaged over the electronic state. This average is the diagonal correction. Because hydrogen can also be solved with a moving proton, the correction can be compared with the exact result of the same model.

Treat the atom as nonrelativistic, with a point proton and no spin-dependent terms, and let its total momentum be zero. Use M/m = 1836.15267 for the ratio of the proton mass M to the electron mass m, and E_h = 219474.6314 cm⁻¹ for the hartree. An energy in cm⁻¹ means the energy divided by hc.

(a) Show that the diagonal correction of the 1s level is the mean kinetic energy of the electron multiplied by m/M.

(b) Evaluate it in cm⁻¹.

(c) Find the 1s energy with the proton free to move. Compare its shift from the fixed-proton energy with the diagonal correction, order by order in m/M.

(d) Explain the sign and size of the difference. What happens if the mass of the whole atom, M + m, is used in the diagonal correction in place of M?

**Solution**

**The fixed-proton state**

Let r and R be the positions of the electron and the proton, both measured from a fixed origin. Write s = |r − R| and k = e²/(4πε₀). The Hamiltonian is

H = −(ħ²/2M)∇_R² − (ħ²/2m)∇_r² − k/s.

Here ∇_R acts at fixed r, and ∇_r acts at fixed R. With the proton held fixed the first term is absent, and the 1s function is

ψ(r;R) = exp(−s/a₀)/√(πa₀³), a₀ = ħ²/(mk).

To check this, use the Laplacian of a function f of the distance s alone, which is f″ + 2f′/s. Each derivative of ψ with respect to s gives a factor −1/a₀, so

∇_r²ψ = [1/a₀² − 2/(a₀s)]ψ.

The electronic Hamiltonian therefore gives

[−ħ²/(2ma₀²) + ħ²/(ma₀s) − k/s]ψ.

Since ħ²/(ma₀) = k, the two terms in 1/s cancel. What remains is the energy

E_el = −ħ²/(2ma₀²) = −E_h/2, with E_h = ħ²/(ma₀²) = k/a₀.

The normalization follows from ∫₀^∞ s² exp(−2s/a₀) ds = a₀³/4, which multiplied by 4π/(πa₀³) gives 1. The energy E_el does not depend on R, because moving the proton merely carries the electron cloud along with it.

**(a) The diagonal correction**

Take the product Φ(r,R) = ψ(r;R)χ(R) as the state of the atom. In general,

∇_R²(ψχ) = χ∇_R²ψ + 2(∇_Rψ)·(∇_Rχ) + ψ∇_R²χ.

For an atom at rest χ is a constant, normalized in a periodic box much larger than the atom. The last two terms vanish. The mean energy is then E_el + D, where

D = −(ħ²/2M) ∫ ψ ∇_R²ψ d³r.

A constant χ does not make the proton's kinetic energy zero. The function ψ itself depends on R, and D measures that dependence.

Now ψ depends on the two positions only through r − R. Hence

∇_Rψ = −∇_rψ.

Applying the rule twice gives two minus signs, so ∇_R²ψ = ∇_r²ψ. Therefore

D = −(ħ²/2M) ∫ ψ ∇_r²ψ d³r
= (m/M) [−(ħ²/2m) ∫ ψ ∇_r²ψ d³r]
= (m/M)⟨T_e⟩.

This is the result asked for in (a). The relation between the gradients also gives its physical meaning. A gradient multiplied by −iħ is a momentum operator, so the proton carries momentum −p when the electron carries p. The kinetic energies p²/(2M) and p²/(2m) are in the ratio m/M.

The choice of coordinates matters for the name of this term. If the electron were described by x = r − R, the derivative of ψ with respect to R at fixed x would be zero. The energy D would not be lost: it would appear in the kinetic operator for x, as part (c) shows.

**(b) The value for the 1s level**

Integration by parts turns the kinetic energy into an integral of a squared gradient:

⟨T_e⟩ = (ħ²/2m) ∫ |∇_rψ|² d³r.

The boundary term at large distance vanishes because ψ decays exponentially. The cusp of ψ at the proton gives no boundary term either: on a small sphere around the proton ψ and its gradient are finite, while the area 4πs² tends to zero.

The gradient has magnitude ψ/a₀, so |∇_rψ|² = ψ²/a₀². Since ψ is normalized,

⟨T_e⟩ = ħ²/(2ma₀²) = E_h/2.

The potential energy provides a check. We have

⟨1/s⟩ = [4π/(πa₀³)] ∫₀^∞ s exp(−2s/a₀) ds = (4/a₀³)(a₀²/4) = 1/a₀,

so ⟨V⟩ = −k/a₀ = −E_h. The sum E_h/2 − E_h = −E_h/2 agrees with E_el.

The numbers are

⟨T_e⟩ = 219474.6314/2 cm⁻¹ = 109737.3157 cm⁻¹,

D = 109737.3157/1836.15267 cm⁻¹ = 59.7648 cm⁻¹.

Thus D ≈ 59.8 cm⁻¹, or 7.41 meV. The correction is positive: it raises the level and weakens the binding. The further decimals are kept for comparing results within this model. They are not a prediction of the measured level. The relativistic (Dirac) correction lowers the 1s level by about 1.46 cm⁻¹ and the leading radiative correction raises it by about 0.27 cm⁻¹, so the level energies of this model lie about 1.2 cm⁻¹ above the real 1s level. That is small compared with D, but more than thirty times the second-order remainder found in part (d).

The same value can be found by moving the proton instead of using the relation between gradients. Since ∫ψ² d³r = 1 for every R, applying ∇_R² to this integral gives 2∫|∇_Rψ|² d³r + 2∫ψ∇_R²ψ d³r = 0. Hence D = (ħ²/2M)∫|∇_Rψ|² d³r. For a small displacement δ of the proton along one axis, the quantity

∫ [ψ(r;R+δ) − ψ(r;R)]² d³r / δ²

tends to the integral of one squared component of ∇_Rψ. The gradient ∇_R s is a unit vector, so |∇_Rψ| = ψ/a₀ and ∫|∇_Rψ|² d³r = 1/a₀²; by spherical symmetry one component contributes one third of this. Numerical integration with δ = 0.001 bohr gives 0.333333 bohr⁻². Multiplying by 3 for the three directions, and by ħ²/(2M), again gives 59.7648 cm⁻¹.

**(c) The proton free to move**

At zero total momentum the exact wave function F satisfies (∇_R + ∇_r)F = 0. It is unchanged when both particles are displaced together, so it depends only on x = r − R. As before, both Laplacians then become ∇_x². With λ = m/M, the Hamiltonian acting on F is

H = −(ħ²/2)(1/M + 1/m)∇_x² − k/s = (1 + λ)T + V,

where T = −(ħ²/2m)∇_x² and V = −k/s. Equivalently, the electron mass is replaced by the reduced mass μ, with

1/μ = 1/m + 1/M, μ = m/(1 + λ).

The solution found for the fixed proton can be reused with m replaced by μ. The length in the exponential becomes

a = ħ²/(μk) = (1 + λ)a₀,

and the energy becomes

E(λ) = −ħ²/(2μa²)
= −[(1 + λ)ħ²/(2m)] / [(1 + λ)²a₀²]
= −(E_h/2)/(1 + λ).

The reduced-mass shift, defined as the moving-proton energy minus the fixed-proton energy, is

E(λ) − E(0) = (E_h/2)[1 − 1/(1 + λ)] = (E_h/2) λ/(1 + λ).

For small λ, 1/(1 + λ) = 1 − λ + λ² − …, and so

E(λ) − E(0) = (E_h/2)(λ − λ² + …).

The term linear in λ is λE_h/2, which is D. The diagonal correction therefore equals the first-order reduced-mass shift, but not the full shift.

The agreement can be seen without expanding the solution. The Hamiltonian is

H = (T + V) + λT.

The bracket is the fixed-proton Hamiltonian, and λT is the perturbation. First-order perturbation theory averages the perturbation over the unperturbed state, which gives λ⟨T_e⟩. This is the same average that defines D. The argument does not use the Coulomb form of V, so it also holds for one particle bound to a moving centre by another potential that depends on x alone, provided the level is nondegenerate and perturbation theory applies.

The numerical check diagonalizes (1 + λ)T + V in a finite basis. The slope of the lowest eigenvalue at λ = 0 is 0.50000 E_h, as required. The coefficient of λ² comes out as −0.5001 E_h instead of −0.5 E_h because it is obtained from a finite step h in λ. Inserting the formula for E(λ) into the difference expression gives

[E(h) − 2E(0) + E(−h)]/(2h²) = −(E_h/2)/(1 − h²),

which lies slightly below −E_h/2 and tends to it as h tends to zero. For the step used, h = 0.01, it equals −0.50005 E_h (slightly more than this in magnitude), which rounds to −0.5001 E_h at four decimals.

**(d) The difference and the choice of mass**

Subtracting the diagonal correction from the full shift gives

(E_h/2)[λ/(1 + λ) − λ] = −(E_h/2) λ²/(1 + λ).

Numerically, the full shift is 59.7323 cm⁻¹, and

59.7323 cm⁻¹ − 59.7648 cm⁻¹ = −0.0325 cm⁻¹.

Relative to the diagonal correction this is −0.054 %. The level energies in the model are:

- fixed proton: −109737.32 cm⁻¹
- with diagonal correction: −109677.55 cm⁻¹
- moving proton: −109677.58 cm⁻¹

The sign follows from the variational principle. The product Φ is a trial function for the full Hamiltonian at zero total momentum, so its mean energy cannot lie below the exact ground-state energy. The size can be traced to the extent of the electron cloud. Take a normalized trial function of the 1s form with length ba₀. Its kinetic energy T scales as 1/b² and its potential energy as 1/b, so its mean energy is

W(b) = E_h[(1 + λ)/(2b²) − 1/b].

The diagonal correction keeps the fixed-proton size, b = 1, and gives

W(1) = −E_h/2 + λE_h/2.

The condition for the minimum is

dW/db = E_h[−(1 + λ)/b³ + 1/b²] = 0,

so b = 1 + λ. Inserting this value,

W(1 + λ) = E_h[1/(2(1 + λ)) − 1/(1 + λ)] = −(E_h/2)/(1 + λ),

which is the exact energy. The added kinetic energy thus makes the cloud expand by a factor 1.0005446. This relaxation lowers the energy by 0.0325 cm⁻¹. The diagonal correction omits it because it uses the electronic function for a fixed proton.

The smallness of λ is essential. If both particles had the mass m, then λ would be 1, and the energy with the diagonal correction would be −E_h/2 + E_h/2 = 0. The first-order result would predict no binding, whereas the exact energy would be −E_h/4. In the opposite limit, M → ∞, both the diagonal correction and the full shift vanish, and their ratio tends to 1.

If M is replaced by M + m in the diagonal correction, the result is

D′ = (E_h/2) m/(M + m) = (E_h/2) λ/(1 + λ).

This is the full reduced-mass shift, 59.7323 cm⁻¹. The substitution does not follow from the derivation in (a), where the operator contains the bare proton mass. It succeeds here because the Coulomb energy is proportional to 1/(1 + λ).

A different binding potential shows that this is not a general rule. Suppose that V = mω²s²/2, with the force constant mω² held fixed as λ changes. The frequency is proportional to the square root of the inverse mass, so the ground-state energy is

E(λ) = E₀√(1 + λ), E₀ = 3ħω/2.

Its shift is E₀(λ/2 − λ²/8 + …). The mean kinetic energy at λ = 0 is E₀/2, so the diagonal correction with mass M is λE₀/2, which is again the correct first-order term. With mass M + m it becomes

(E₀/2)λ/(1 + λ) = E₀(λ/2 − λ²/2 + …).

The second-order term is now wrong: its coefficient is −1/2 instead of −1/8.

The restriction to an atom at rest also matters. For χ proportional to exp(iK·R), the product Φ has total momentum ħK. The cross term in its mean energy contains ∫ψ∇_Rψ d³r = (1/2)∇_R∫ψ² d³r, which is zero because the norm is 1 for every R. The mean energy is therefore

E_el + D + ħ²K²/(2M).

The translational energy of the real atom is ħ²K²/[2(M + m)], since the electron's mass moves too. The diagonal correction does not repair this difference, because D is independent of K. For a moving atom, the correction of the internal energy and the effective mass for translation are separate questions.

Table of computed values

```
Proton-electron mass ratio M/m: 1836.15267
lam = m/M: 5.44617021e-04
Hartree energy: 219474.6314 cm^-1
Mean electron kinetic energy: 0.5000 E_h
Mean potential energy: -1.0000 E_h
Mean electron kinetic energy: 109737.3157 cm^-1
Proton displacement in the direct test: 0.0010 bohr
Squared change of psi, one direction: 0.333333 bohr^-2
Diagonal correction, displaced proton: 59.7648 cm^-1
Diagonal correction, (m/M)<T_e>: 59.7648 cm^-1
Diagonal correction, rounded: 59.8 cm^-1
Diagonal correction, converted: 7.4099 meV
Slope dE/dlam at lam = 0, diagonalization: 0.50000 E_h
Coefficient of lam^2, diagonalization: -0.5001 E_h
First-order shift from this slope: 59.765 cm^-1
1s energy, fixed proton: -109737.3157 cm^-1
1s energy with diagonal correction: -109677.5509 cm^-1
1s energy, exact finite mass: -109677.5834 cm^-1
Exact reduced-mass shift: 59.7323 cm^-1
Exact shift minus diagonal correction: -0.0325 cm^-1
Second-order term -lam^2 E_h/2: -0.0325 cm^-1
Remainder relative to diagonal correction: -0.0544 %
Diagonal term with atomic mass M+m: 59.7323 cm^-1
Exact 1s length over bohr radius, 1+lam: 1.0005446
```
